# Mean-speed conventions and the resistivity scaling product of cubic metals

A band-structure calculation used to rank interconnect metals gives the Fermi surface and the speeds on it, but no mean free path. If one relaxation time $\tau$ is assumed for all electrons, a decision remains before the product of bulk resistivity $\rho_0$ and mean free path $\lambda$ can be quoted: which average speed turns $\tau$ into $\lambda$? A natural choice weights the speed by the density of states. For a cubic metal this choice can only lower the product, or leave it unchanged, relative to the value found from the same bands with a constant mean free path. A metal evaluated in the first way and a rival evaluated in the second are therefore not compared on equal terms.

Consider a nonmagnetic cubic metal with band energy $\varepsilon(\mathbf k)$, velocity $\mathbf v=\nabla_{\mathbf k}\varepsilon/\hbar$ and speed $v=|\mathbf v|$. The electron charge is $-e$, with $e>0$. Transport is semiclassical, the field $\mathbf F$ is weak, and scattering returns the occupation $f$ to its equilibrium value $f_0$ at the rate $1/\tau$. For the moment $\tau$ may depend on the state. In a uniform steady state the Boltzmann equation reads

$$-\frac{e}{\hbar}\mathbf F\cdot\nabla_{\mathbf k}f=-\frac{f-f_0}{\tau}.$$

To first order in the field, $f$ on the left may be replaced by $f_0$. Since $\nabla_{\mathbf k}f_0=\hbar\mathbf v\,\partial f_0/\partial\varepsilon$,

$$f-f_0=e\tau\,(\mathbf F\cdot\mathbf v)\frac{\partial f_0}{\partial\varepsilon}
=-e\tau\,(\mathbf F\cdot\mathbf v)\left(-\frac{\partial f_0}{\partial\varepsilon}\right).$$

The current density is $-e$ times the sum of $\mathbf v(f-f_0)$ over states, with a factor 2 for spin. The two minus signs cancel. At low temperature $-\partial f_0/\partial\varepsilon$ becomes $\delta(\varepsilon-E_F)$, so

$$\sigma_{ij}=e^2\,2\!\int\!\frac{d^3k}{(2\pi)^3}\,\tau v_iv_j\,\delta(\varepsilon-E_F).$$

Let $g$ be the density of states per volume at the Fermi level, both spins included, and define the average of any function $A$ by

$$g\langle A\rangle=2\!\int\!\frac{d^3k}{(2\pi)^3}\,A\,\delta(\varepsilon-E_F),\qquad \langle1\rangle=1.$$

Then $\sigma_{ij}=e^2g\langle\tau v_iv_j\rangle$. Assume that $\tau$ has the symmetry of the crystal. A twofold rotation about a cube axis reverses two velocity components, which forces the off-diagonal elements to vanish. A threefold rotation about a cube diagonal permutes $x$, $y$ and $z$, which makes the diagonal elements equal. Each is one third of their sum:

$$\sigma=\frac{e^2g}{3}\langle\tau v^2\rangle. \tag{1}$$

The average can also be written over the Fermi surface. Split $d^3k$ into an area element $dS$ and a distance $dk_\perp$ normal to the surface. The energy changes along the normal by $d\varepsilon=\hbar v\,dk_\perp$, so integrating the delta function leaves $dS/(\hbar v)$. With $2/(2\pi)^3=1/(4\pi^3)$,

$$g\langle A\rangle=\frac{1}{4\pi^3\hbar}\int\frac{A}{v}\,dS. \tag{2}$$

The integral runs over all sheets, each spin-degenerate sheet being counted once. We assume that $g$ is finite and that $v$ vanishes at most on a set of zero area. Slow regions receive a large weight because many states lie there in a given energy interval. Setting $A=v$ cancels this weight and leaves the total area $S$:

$$g\langle v\rangle=\frac{S}{4\pi^3\hbar}. \tag{3}$$

Now compare the two scattering assumptions. If the mean free path is the same for all states, then $\tau=\lambda/v$ and $\tau v^2=\lambda v$. Equation (1) becomes $\sigma=e^2g\lambda\langle v\rangle/3$. Calling the resulting product $C$, and using (3),

$$C=(\rho_0\lambda)_{\text{constant }\lambda}
=\frac{3}{e^2g\langle v\rangle}
=\frac{12\pi^3\hbar}{e^2S}. \tag{4}$$

The speeds have dropped out. Multiplying all band energies by a common factor, at fixed Fermi surface, leaves $C$ unchanged.

If instead $\tau$ is the same for all states, it comes out of the average in (1), giving $\rho_0=3/(e^2\tau g\langle v^2\rangle)$. With the definition $\lambda=\tau\langle v\rangle$ the time cancels:

$$\rho_0\lambda=\frac{3\langle v\rangle}{e^2g\langle v^2\rangle}
=\frac{3}{e^2g\langle v\rangle}\,\frac{\langle v\rangle^2}{\langle v^2\rangle}
=C\,R,\qquad R=\frac{\langle v\rangle^2}{\langle v^2\rangle}. \tag{5}$$

It remains to bound $R$. A squared deviation is never negative, and expanding it gives

$$0\le\langle(v-\langle v\rangle)^2\rangle
=\langle v^2\rangle-2\langle v\rangle\langle v\rangle+\langle v\rangle^2
=\langle v^2\rangle-\langle v\rangle^2.$$

Hence $\langle v\rangle^2\le\langle v^2\rangle$, so that $R\le1$ and

$$\rho_0\lambda\le\frac{12\pi^3\hbar}{e^2S},\qquad \lambda=\tau\langle v\rangle,$$

which is the result sought. If $c$ is the standard deviation of the speed divided by its mean, then $\langle v^2\rangle=\langle v\rangle^2(1+c^2)$, and

$$R=\frac{1}{1+c^2}. \tag{6}$$

For a narrow speed distribution the reduction is about $c^2$: a spread of 10% lowers the product by about 1%.

Equality requires the average of $(v-\langle v\rangle)^2$ to vanish. The weight $dS/v$ is positive, so the speed must be the same over the whole Fermi surface, apart from a set of zero area, and on all sheets together. Uniform speed on each sheet separately is not enough. On the other hand, the surface need not be a sphere. Take any smooth closed surface with cubic symmetry and let $s(\mathbf k)$ be the signed distance from it. Near the surface $|\nabla_{\mathbf k}s|=1$, so the band $\varepsilon=E_F+\hbar v_0s$ has speed $v_0$ everywhere on it.

The inequality belongs to the chosen average. Suppose that the speed is averaged with equal weight per area. Applying (2) with $A=v^2$ in the numerator and (3) in the denominator gives

$$\langle v\rangle_S=\frac1S\int v\,dS
=\frac{4\pi^3\hbar\,g\langle v^2\rangle}{4\pi^3\hbar\,g\langle v\rangle}
=\frac{\langle v^2\rangle}{\langle v\rangle}.$$

With $\lambda=\tau\langle v\rangle_S$, the constant-time product is

$$\rho_0\lambda=\frac{3}{e^2g\langle v^2\rangle}\,\frac{\langle v^2\rangle}{\langle v\rangle}=C,$$

whatever the speed distribution. With the root-mean-square speed $v_{\rm rms}=\sqrt{\langle v^2\rangle}$ it is $C\langle v\rangle/v_{\rm rms}=C\sqrt R$, the geometric mean of the other two. In all three cases $\rho_0$ is the same number; only the length assigned to the metal has changed. A lower product obtained in this way is not evidence of a better conductor.

The reduction can be large when fast and slow sheets coexist. Consider two spherical pockets of equal radius, centred on two different points of full cubic symmetry, such as the centre and the corner of a simple cubic zone. Let their speeds be $u$ and $u/s$, with $s\ge1$. By (2) their densities of states stand in the ratio $1:s$, so

$$\langle v\rangle=\frac{u+s(u/s)}{1+s}=\frac{2u}{1+s},\qquad
\langle v^2\rangle=\frac{u^2+s(u/s)^2}{1+s}=\frac{u^2(1+1/s)}{1+s}.$$

Dividing the square of the first by the second gives

$$R=\frac{4}{(1+s)(1+1/s)}=\frac{4s}{(1+s)^2}.$$

For $s=1$ this is 1. For $s=10$ it is $40/121=0.33$, and for large $s$ it falls as $4/s$. There is thus no positive lower bound on $R$. The slow pocket supplies most of the states and pulls $\langle v\rangle$ down, while the fast pocket carries most of the current. One length then describes neither group. The assumption of a common $\tau$ also deserves most suspicion here, since nothing in the band structure makes the two pockets scatter at equal rates.

If $\tau$ varies, the inequality itself can fail. Define $\lambda=\langle\tau v\rangle$, which reduces to the earlier definition for constant $\tau$. From (1) and (4),

$$\frac{\rho_0\lambda}{C}=\frac{\langle\tau v\rangle\langle v\rangle}{\langle\tau v^2\rangle}. \tag{7}$$

For $\tau\propto1/v$ this is 1, as it must be. For $\tau\propto v^{-2}$ it equals $\langle1/v\rangle\langle v\rangle$. The Cauchy–Schwarz inequality gives $1=\langle v^{-1/2}v^{1/2}\rangle^2\le\langle1/v\rangle\langle v\rangle$, so the product now lies at or above $C$. The direction of the inequality therefore rests on the scattering model as well as on the averaging.

A worked case shows the size of the effect for a single, moderately anisotropic sheet. Take one band on an fcc lattice with cubic lattice constant $a=0.36$ nm, hopping $t_1=1.0$ eV to first neighbours and $t_2=0.3$ eV to second neighbours. With $c_i=\cos(k_ia/2)$,

$$\varepsilon=-4t_1(c_xc_y+c_yc_z+c_zc_x)-2t_2\sum_i\cos(k_ia).$$

There is one electron per atom, and $\tau=30$ fs. The Fermi level comes out at 1.473 eV, below the band energy of 1.8 eV at the zone-boundary point L. The surface is closed, with area $S=2352.5\ \mathrm{nm^{-2}}$, and on the directions sampled the speed runs from 0.71 to $1.24\times10^6$ m/s.

The constant-mean-free-path product needs the area alone. With $\hbar/e^2=4108\ \Omega$,

$$C=\frac{12\pi^3\times4108\ \Omega}{2352.5\ \mathrm{nm^{-2}}}
=650\ \Omega\,\mathrm{nm^2}=65.0\ \mu\Omega\,\mathrm{cm\,nm},$$

or $6.50\times10^{-16}\ \Omega\,\mathrm{m^2}$.

The bulk resistivity can be found without using velocities on the Fermi surface. Because $-\partial f_0/\partial k_x=\hbar v_x\delta(\varepsilon-E_F)$, integration by parts over the periodic zone gives

$$\int v_x^2\,\delta(\varepsilon-E_F)\,d^3k
=\frac1\hbar\int f_0\frac{\partial v_x}{\partial k_x}\,d^3k
=\frac1{\hbar^2}\int_{\rm occ}\frac{\partial^2\varepsilon}{\partial k_x^2}\,d^3k .$$

The integral over occupied states yields $\rho_0=2.019\ \mu\Omega$ cm. It was tested against (1), evaluated with the surface velocities, and the two agree to within one part in $10^5$.

The density-of-states average is $\langle v\rangle=1.0551\times10^6$ m/s. Hence $\lambda=1.0551\times10^6\ \mathrm{m/s}\times30\ \mathrm{fs}=31.65$ nm, and

$$\rho_0\lambda=2.019\times31.65=63.9\ \mu\Omega\,\mathrm{cm\,nm},$$

or $6.39\times10^{-16}\ \Omega\,\mathrm{m^2}$. The ratio to $C$ is 0.984. The relative spread of the speed is $c=0.1295$, and (6) gives the same ratio, $1/(1+0.1295^2)=0.984$. The rms speed lengthens $\lambda$ to 31.92 nm and gives 64.4 $\mu\Omega$ cm nm; the area average gives 32.18 nm and returns 65.0 $\mu\Omega$ cm nm. At fixed bands and fixed $\tau$, convention alone moves the product by 1.6% of $C$. Two metals whose products differ by so little cannot be ranked unless the convention is shared.

Whether any of these products predicts the resistivity of a thin film is a separate question. Take a film with surfaces at $z=0$ and $z=d$, current along $x$, and diffuse surfaces from which electrons leave without drift. Keep $\tau$ constant, and assume that the film plane is a mirror plane of the bands, or that the film normal is a threefold axis as for (111), so that no current normal to the film arises. For electrons with $v_z>0$, the steady-state deviation $\phi=f-f_0$ obeys

$$v_z\frac{\partial\phi}{\partial z}+\frac{\phi-\phi_0}{\tau}=0,\qquad \phi(0)=0,$$

where $\phi_0$ is the bulk deviation. The solution is $\phi=\phi_0[1-e^{-z/(v_z\tau)}]$. Electrons moving down obey the same law, measured from the upper surface. Averaging the bracket over depth gives

$$1-\frac{|v_z|\tau}{d}\left(1-e^{-d/(|v_z|\tau)}\right).$$

When $d$ is much larger than the mean free path the exponential can be dropped, and the conductivity lost is

$$\sigma_0-\sigma\simeq\frac{e^2g\tau^2}{d}\langle v_x^2|v_z|\rangle .$$

To first order in this loss, $\rho-\rho_0\simeq\rho_0^2(\sigma_0-\sigma)$. Writing the rise as $\tfrac38K/d$ defines a film constant,

$$K=\frac83\rho_0^2e^2g\tau^2\langle v_x^2|v_z|\rangle
=\frac{24\,\langle v_x^2|v_z|\rangle}{e^2g\langle v^2\rangle^2}. \tag{8}$$

The last form follows from $\rho_0^2=9/(e^4\tau^2g^2\langle v^2\rangle^2)$. The numerical factor was chosen with the sphere in mind. There the average over directions is

$$\frac{\langle v_x^2|v_z|\rangle}{v^3}=\frac12\int_0^1(1-w^2)\,w\,dw=\frac12\cdot\frac14=\frac18,$$

where $\tfrac12$ is the mean of $\cos^2$ of the azimuth and $w=|v_z|/v$. Equation (8) then gives $K=3/(e^2gv)=C$.

If the speed varies but the velocity directions are isotropic at each speed, the same angular factor gives $K/C=\langle v^3\rangle\langle v\rangle/\langle v^2\rangle^2$. By Cauchy–Schwarz, $\langle v^2\rangle^2=\langle v^{3/2}v^{1/2}\rangle^2\le\langle v^3\rangle\langle v\rangle$, so $K\ge C$. Under these conditions a spread of speeds raises the film constant above $C$, while it lowers the density-of-states product below $C$. Fast electrons carry more of the current and also reach the surfaces from farther away.

In a real cubic band, speed and direction are correlated, and $K$ must be computed from (8). For a (001) film of the example with current along [100], $K=71.1\ \mu\Omega$ cm nm, or $1.09\,C$. The spread of speeds explains only part of this. For $\tau\propto v$, equation (7) becomes $\langle v^2\rangle\langle v\rangle/\langle v^3\rangle$, whose value here is 0.9695. Dividing $R$ by it gives

$$\frac{0.9835}{0.9695}=\frac{\langle v^3\rangle\langle v\rangle}{\langle v^2\rangle^2}=1.014 .$$

Isotropic directions would thus raise $K$ by 1.4%. The remaining factor, $1.0945/1.014=1.08$, comes from the directional structure of this band for this film orientation. That factor can lie on either side of 1: for the same band $K/C$ is 1.17 for a (110) film with current along [001], 0.90 for a (110) film with current along $[1\bar10]$, and 0.88 for a (111) film. The orientation thus moves $K$ far more than the choice of average speed moves the bulk product.

At $d=100$ nm the full depth average gives a resistivity rise of 0.304 $\mu\Omega$ cm. The linear law with $K$ gives $0.375\times71.1/100=0.267\ \mu\Omega$ cm, or 12% less than the full rise. The gap arises because the inverse of the conductivity was replaced by its first-order term; dropping the exponential offsets a small part of this error. The relative loss of conductivity in the thick-film law is $0.267/2.019=0.132$, and inverting $1-0.132$ without expansion would give a rise of 0.307 $\mu\Omega$ cm, slightly above the full rise because the thick-film law overstates the loss. The linear law with the density-of-states product gives 0.240 $\mu\Omega$ cm, 21% below the full rise. With $C$ the linear law gives 0.244 $\mu\Omega$ cm. Of the three constants $K$, $C$ and the density-of-states product, the last is thus the farthest from the full result for this film. This order is not general: for a (111) film of the same thickness the full rise is 0.236 $\mu\Omega$ cm and the linear law with $K$ gives 0.214 $\mu\Omega$ cm, so there the density-of-states product happens to come closest.

The parameters place the model near a good interconnect metal. For copper at room temperature, rough values are a resistivity of 1.7 $\mu\Omega$ cm, a mean free path of 40 nm and a Fermi speed of $10^6$ m/s, and the model is of that order. It is not a calculation of copper, whose Fermi surface has necks reaching the zone boundary. The model's occupied band is also too wide: its bottom lies at $-12t_1-6t_2=-13.8$ eV, about 15 eV below the Fermi level, against rather less than 10 eV for the corresponding band of copper. Real lines, moreover, contain grain boundaries. If a boundary reflects a fraction $r$ of the electrons, the relative rise for grains of size $D$ is, in order of magnitude only, $(\lambda/D)\,r/(1-r)$. With $r=0.3$ and $D=100$ nm this is 0.14 (the Mayadas–Shatzkes expression gives 0.20 for the same parameters), comparable to the relative surface rise of $0.304/2.019=0.15$. A ranking by any of these products leaves that contribution's dependence on $r$ out of account.

Temperature and a speed-dependent $\tau$ also affect the bulk ratio. A sum over the zone at 300 K, with the Fermi level held fixed, changes $R$ from 0.9835 to 0.9827. Making $\tau$ proportional to speed matters more, since it lowers the product to $0.970\,C$. In the 100 nm film, standing-wave levels at a fixed in-plane wave vector are spaced by about $\pi\hbar|v_z|/d$. If $|v_z|$ were equal to the mean speed, this would be 22 meV, the same within rounding as the lifetime broadening $\hbar/\tau$. On this Fermi surface $|v_z|$ is everywhere smaller than the mean speed, its largest value being $1.00\times10^6$ m/s, so the spacing is at most about 21 meV and the levels overlap, though only marginally for the states with the largest $|v_z|$. In thinner films the spacing grows as $1/d$, and size quantization, which the semiclassical formula omits, can matter unless diffuse surfaces destroy the standing waves. The remaining values are in the numerical output.

For a screening study, (4) is the more economical choice: it needs only the Fermi-surface area and no average speed. It is still not the film constant of an anisotropic band: in the example the two differ by 10 to 17%, in either direction depending on orientation. If constant $\tau$ is preferred, the average used for $\lambda$ should be stated and kept the same for all metals. If the quantity wanted is the resistivity rise of a thick single-crystal film with diffuse surfaces, whose plane is a mirror plane of the bands or whose normal is a threefold axis, (8) gives the leading term in $1/d$ for constant $\tau$ and a stated film orientation and current direction. No single mean free path has to be assigned.

## Computed values

```
lattice constant: 0.36 nm
first-neighbour hopping: 1.00 eV
second-neighbour hopping: 0.30 eV
relaxation time: 30.0 fs
Fermi level (site energy = 0): 1.4732 eV
band energy at L point: 1.8000 eV
smallest Fermi radius on grid: 13.293 1/nm
largest Fermi radius on grid: 14.629 1/nm
Fermi-surface area S: 2352.46 1/nm^2
density of states g: 27.312 1/(eV nm^3)
smallest speed on grid: 0.7065 10^6 m/s
largest speed on grid: 1.2389 10^6 m/s
DOS-averaged speed: 1.0551 10^6 m/s
rms speed: 1.0639 10^6 m/s
area-averaged speed: 1.0728 10^6 m/s
speed standard deviation / mean: 0.1295
bulk resistivity rho0: 2.0189 uOhm cm
lambda, DOS speed: 31.653 nm
lambda, rms speed: 31.918 nm
lambda, area speed: 32.184 nm
rho0*lambda, DOS speed: 63.906 uOhm cm nm
rho0*lambda, rms speed: 64.440 uOhm cm nm
rho0*lambda, area speed: 64.978 uOhm cm nm
C, constant mean free path: 64.978 uOhm cm nm
DOS-speed product converted: 6.3906 10^-16 Ohm m^2
C converted: 6.4978 10^-16 Ohm m^2
ratio R = DOS-speed product / C: 0.98352
R from zone sum at 300 K: 0.98266
DOS at 300 K / DOS at 0 K: 1.00156
R, two pockets, equal speeds: 1.00000
R, two pockets, speeds 10:1: 0.33058
film constant K, (001) film: 71.119 uOhm cm nm
K / C: 1.09451
film thickness: 100 nm
film resistivity, full depth average: 2.3225 uOhm cm
film rise, full: 0.3035 uOhm cm
film rise, linear with K: 0.2667 uOhm cm
film rise, linear with C: 0.2437 uOhm cm
film rise, linear with DOS product: 0.2396 uOhm cm
product / C if tau grows as speed: 0.96951
assumed grain size: 100 nm
assumed grain reflection: 0.30
grain rise / rho0, order of magnitude: 0.14
film level spacing: 21.8 meV
lifetime broadening hbar/tau: 21.9 meV
thermal energy at 300 K: 25.9 meV
```
